# The Berezin-Li-Yau bound for electrons in a cube and sphere: verification in Python

```python
"""Berezin-Li-Yau inequality in three dimensions.

Result under test: for the Dirichlet eigenvalues lambda_j of -Laplacian on
a domain of volume V,
    sum_{j<=N} lambda_j > (3/5) K^2 N,   K = (6 pi^2 N / V)^(1/3).
With two spin states and energies lambda/2 (hartree atomic units), the right
side becomes the Thomas-Fermi (TF) kinetic energy of the uniform density.
F(k) is the summed squared Fourier transform of the occupied orbitals and
M = V/(2 pi)^3 is its upper bound. S is the surface area of the domain.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import jv, spherical_jn

pi = np.pi
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]


def fermi_k(n_orb, volume):
    return (6 * pi**2 * n_orb / volume) ** (1 / 3)


def tf_sum(n_orb, volume):
    return 0.6 * fermi_k(n_orb, volume) ** 2 * n_orb


# Spectra: cube of side 1 and sphere of radius 1, complete below a cutoff
n_max = 70
n2 = np.arange(1, n_max + 1) ** 2
grid = (n2[:, None, None] + n2[None, :, None] + n2[None, None, :]).ravel()
cube = pi**2 * np.sort(grid[grid <= n_max**2]).astype(float)

k_cut = 60.0
zeros = {}
levels = []
for l in range(int(k_cut)):
    x = np.linspace(l + 0.5, k_cut, 800)
    y = jv(l + 0.5, x)
    places = np.where(y[:-1] * y[1:] < 0)[0]
    zeros[l] = [brentq(lambda t: jv(l + 0.5, t), x[i], x[i + 1])
                for i in places]
    for z in zeros[l]:
        levels.extend([z**2] * (2 * l + 1))
sphere = np.sort(np.array(levels))
assert len(cube) >= 100000 and len(sphere) >= 10000

# Sphere levels against a finite-difference radial Hamiltonian
points = 1000
h = 1 / points
r_fd = h * np.arange(1, points)
fd_error = 0.0
for l in range(4):
    diagonal = 2 / h**2 + l * (l + 1) / r_fd**2
    off = -np.ones(points - 2) / h**2
    low = eigh_tridiagonal(diagonal, off, eigvals_only=True,
                           select="i", select_range=(0, 1))
    exact = np.array(zeros[l][:2]) ** 2
    fd_error = max(fd_error, np.max(np.abs(low / exact - 1)))
assert fd_error < 1e-4

# The inequality for every N available, without and with spin
shapes = {"cube": (cube, 1.0, 6.0),
          "sphere": (sphere, 4 * pi / 3, 4 * pi)}
sums = {}
min_ratio = {}
for name, (spectrum, volume, surface) in shapes.items():
    total = np.cumsum(spectrum)
    sums[name] = total
    count = np.arange(1, len(total) + 1)
    ratios = total / tf_sum(count, volume)
    min_ratio[name] = ratios.min()
    assert np.all(ratios > 1)
    padded = np.concatenate(([0.0], total))
    electrons = np.arange(1, 2 * len(total) + 1)
    energy = 0.5 * (padded[(electrons + 1) // 2] + padded[electrons // 2])
    uniform = (0.3 * (3 * pi**2) ** (2 / 3) * electrons ** (5 / 3)
               / volume ** (2 / 3))
    assert np.all(energy > uniform)


def ratio(name, n_orb):
    return sums[name][n_orb - 1] / tf_sum(n_orb, shapes[name][1])


def surface_estimate(name, n_orb):
    _, volume, surface = shapes[name]
    return 1 + 5 * pi / 16 * surface / (volume * fermi_k(n_orb, volume))


# The surface estimate must describe the excess better as N grows
coefficient = {}
for name in shapes:
    errors = []
    for n_orb in (100, 10000):
        measured = ((ratio(name, n_orb) - 1)
                    / (surface_estimate(name, n_orb) - 1))
        errors.append(abs(measured - 1))
    coefficient[name] = measured * 5 * pi / 16
    assert errors[1] < errors[0] and errors[1] < 0.05

# Momentum distribution of ten sphere orbitals from its definition
n_orb = 10
shells = [(0, zeros[0][0]), (1, zeros[1][0]),
          (2, zeros[2][0]), (0, zeros[0][1])]
assert sum(2 * l + 1 for l, _ in shells) == n_orb
shell_sum = sum((2 * l + 1) * z**2 for l, z in shells)
assert abs(shell_sum / sums["sphere"][n_orb - 1] - 1) < 1e-10
nodes, weights = np.polynomial.legendre.leggauss(200)
r = (nodes + 1) / 2
w = weights / 2
radial = []
for l, z in shells:
    f = spherical_jn(l, z * r)
    radial.append(f / np.sqrt(np.sum(w * r**2 * f**2)))


def momentum_density(k):
    result = np.zeros_like(k)
    for (l, _), f in zip(shells, radial):
        bessel = spherical_jn(l, np.outer(k, r))
        transform = np.sqrt(2 / pi) * bessel @ (w * r**2 * f)
        result += (2 * l + 1) / (4 * pi) * transform**2
    return result


v_sphere = 4 * pi / 3
cap = v_sphere / (2 * pi) ** 3
k = np.linspace(0, 64 * pi, 4097)
F = momentum_density(k)
max_filling = F.max() / cap
assert max_filling < 1
norm = simpson(4 * pi * k**2 * F, x=k)
assert abs(norm / n_orb - 1) < 1e-5
# The kinetic integrand falls as 1/k^2; two cutoffs remove the 1/k tail
integrand = 4 * pi * k**4 * F
half = 2049
kinetic = (2 * simpson(integrand, x=k)
           - simpson(integrand[:half], x=k[:half]))
kinetic_ratio = kinetic / sums["sphere"][n_orb - 1]
assert abs(kinetic_ratio - 1) < 1e-4
K_unit = fermi_k(n_orb, v_sphere)
k_in = np.linspace(0, K_unit, 401)
inside = simpson(4 * pi * k_in**2 * momentum_density(k_in), x=k_in)
outside_fraction = 1 - inside / n_orb
assert 0 < outside_fraction < 1

# Worked example: twenty electrons in equal volumes, hartree atomic units
electrons = 2 * n_orb
volume = 1000.0
side = volume ** (1 / 3)
radius = (3 * volume / (4 * pi)) ** (1 / 3)
e_cube = sums["cube"][n_orb - 1] / side**2
e_sphere = sums["sphere"][n_orb - 1] / radius**2
c_tf = 0.3 * (3 * pi**2) ** (2 / 3)
e_tf = c_tf * electrons ** (5 / 3) / volume ** (2 / 3)
density = sum(2 * (2 * l + 1) / (4 * pi) * f**2
              for (l, _), f in zip(shells, radial))
assert abs(np.sum(w * 4 * pi * r**2 * density) / electrons - 1) < 1e-10
e_tf_density = (c_tf * np.sum(w * 4 * pi * r**2 * density ** (5 / 3))
                / radius**2)
assert e_tf_density > e_tf
assert e_cube > e_tf and e_sphere > e_tf

# Neumann cube: indices start from zero, and the inequality fails
m2 = np.arange(0, 8) ** 2
neumann = np.sort((m2[:, None, None] + m2[None, :, None]
                   + m2[None, None, :]).ravel())
e_neumann = pi**2 * neumann[:n_orb].sum() / side**2
assert e_neumann < e_tf

print(f"electrons: {electrons}, doubly occupied orbitals: {n_orb}")
print(f"volume: {volume:.1f} bohr^3")
print(f"cube side: {side:.4f} bohr")
print(f"sphere radius: {radius:.4f} bohr")
print(f"Fermi wavenumber K: {fermi_k(n_orb, volume):.5f} 1/bohr")
print("sum of |n|^2 over ten cube orbitals:",
      int(round(sums["cube"][n_orb - 1] / pi**2)))
for l, z in shells:
    print(f"sphere shell l={l}: Bessel zero {z:.5f}, orbitals {2*l+1}")
print(f"sum of squared zeros, ten orbitals: {shell_sum:.4f}")
for label, value in (("uniform TF", e_tf), ("cube", e_cube),
                     ("sphere", e_sphere)):
    print(f"energy, {label}: {value:.5f} hartree"
          f" = {value * hartree_ev:.2f} eV")
print(f"ratio cube/TF: {e_cube / e_tf:.4f}")
print(f"ratio sphere/TF: {e_sphere / e_tf:.4f}")
print(f"TF functional of true sphere density: {e_tf_density:.5f} hartree")
print(f"energy, Neumann cube: {e_neumann:.5f} hartree")
print(f"sphere, largest F/M on k grid: {max_filling:.5f}")
print(f"sphere, fraction of F outside K: {outside_fraction:.5f}")
print(f"sphere, integral of F: {norm:.6f} orbitals")
print(f"sphere, kinetic integral / eigenvalue sum: {kinetic_ratio:.7f}")
print(f"largest relative finite-difference deviation: {fd_error:.1e}")
print("orbitals | cube ratio, estimate | sphere ratio, estimate")
for n in (1, 10, 100, 1000, 10000):
    print(f"{n:6d} | {ratio('cube', n):.5f}, "
          f"{surface_estimate('cube', n):.5f} | "
          f"{ratio('sphere', n):.5f}, {surface_estimate('sphere', n):.5f}")
print(f"cube ratio at 100000 orbitals: {ratio('cube', 100000):.5f}")
print(f"surface coefficient 5 pi/16: {5 * pi / 16:.5f}")
for name in shapes:
    print(f"{name}: coefficient from 10000 orbitals {coefficient[name]:.5f}")
    print(f"{name}: orbital numbers tested 1 to {len(sums[name])}, "
          f"least ratio {min_ratio[name]:.5f}")
print("finished without a failed check")
```

Running it gives:

```
electrons: 20, doubly occupied orbitals: 10
volume: 1000.0 bohr^3
cube side: 10.0000 bohr
sphere radius: 6.2035 bohr
Fermi wavenumber K: 0.83975 1/bohr
sum of |n|^2 over ten cube orbitals: 81
sphere shell l=0: Bessel zero 3.14159, orbitals 1
sphere shell l=1: Bessel zero 4.49341, orbitals 3
sphere shell l=2: Bessel zero 5.76346, orbitals 5
sphere shell l=0: Bessel zero 6.28319, orbitals 1
sum of squared zeros, ten orbitals: 276.0075
energy, uniform TF: 4.23109 hartree = 115.13 eV
energy, cube: 7.99438 hartree = 217.54 eV
energy, sphere: 7.17211 hartree = 195.16 eV
ratio cube/TF: 1.8894
ratio sphere/TF: 1.6951
TF functional of true sphere density: 5.83955 hartree
energy, Neumann cube: 1.97392 hartree
sphere, largest F/M on k grid: 0.75991
sphere, fraction of F outside K: 0.41668
sphere, integral of F: 9.999993 orbitals
sphere, kinetic integral / eigenvalue sum: 1.0000105
largest relative finite-difference deviation: 3.9e-06
orbitals | cube ratio, estimate | sphere ratio, estimate
     1 | 3.24815, 2.51124 | 2.81346, 2.21806
    10 | 1.88944, 1.70146 | 1.69510, 1.56537
   100 | 1.36594, 1.32559 | 1.29270, 1.26242
  1000 | 1.15936, 1.15112 | 1.12780, 1.12181
 10000 | 1.07187, 1.07015 | 1.05784, 1.05654
cube ratio at 100000 orbitals: 1.03293
surface coefficient 5 pi/16: 0.98175
cube: coefficient from 10000 orbitals 1.00594
cube: orbital numbers tested 1 to 173836, least ratio 1.02733
sphere: coefficient from 10000 orbitals 1.00429
sphere: orbital numbers tested 1 to 14341, least ratio 1.05121
finished without a failed check
```
